# Landau-Level Magnetisation at Fixed Density and at Fixed Chemical Potential

Anyone who calculates the magnetisation oscillations of a two-dimensional channel must decide what stays fixed as the magnetic field $B$ changes. Holding the chemical potential $\mu$ gives a direct sum over Landau levels. Holding the carrier density $N$ means that $\mu$ must first be found at every field, here by a root search. For the hole channel treated below, the second harmonic at 6 T is about 10% of the first at fixed density and 0.2% at fixed chemical potential. The choice matters when a level width is fitted to that ratio: with the valley factor $g=12$ used below, even perfectly sharp levels at fixed chemical potential would give only 9.7% at the same temperature, so no width could reproduce the fixed-density value. That outcome is sensitive to $g$: at $g=11.95$ sharp levels give 12.4% against a fixed-density 9.9%, and the fit then returns a width near 0.1 meV instead of the true 0.4 meV.

## Two levels by hand

Take one valley, zero temperature and two perfectly sharp levels,

$$E_1=\alpha B,\qquad E_2=3\alpha B,\qquad \alpha=\frac{\hbar e}{2m}.$$

These are the lowest two levels of a parabolic band of mass $m$. Each holds $fB$ carriers per area, with $f=e/h$. Let $B_1$ be the field at which the first level alone holds all carriers, so $fB_1=N$.

**Fixed density.** For $N/2<fB<N$, the first level is full and the second holds the rest:

$$U=fB(\alpha B)+(N-fB)(3\alpha B)=3\alpha NB-2\alpha fB^2 .$$

The magnetisation per area is

$$M=-\frac{dU}{dB}=-3\alpha N+4\alpha fB .$$

It rises from $-\alpha N$ at $fB=N/2$ to $+\alpha N$ at $fB=N$. Above $B_1$ all carriers are in the first level, so $U=\alpha NB$ and $M=-\alpha N$. At $B_1$ the magnetisation therefore drops by $2\alpha N$. There $\mu$ falls from $E_2$ to $E_1$, and $2\alpha N=N(E_2-E_1)/B_1$.

**Fixed chemical potential.** Without quantisation, one valley has density of states $D=m/(2\pi\hbar^2)$. Hold $\mu$ at the zero-field value $N/D$. Since $fB=D\hbar eB/m=2D\alpha B$, this value is $2\alpha B_1$. The quantity to differentiate is now the grand potential $\Omega=U-\mu N$. With one full level,

$$\Omega=fB(\alpha B-\mu),\qquad M=-\left(\frac{\partial\Omega}{\partial B}\right)_\mu=f(\mu-2\alpha B).$$

This is smooth at $B_1$. The jump comes instead at $3\alpha B=\mu$, or $B=2B_1/3$, when the second level crosses $\mu$ and empties. A full level contributes $f(\mu-2E)$, which equals $-f\mu$ at the crossing. Removing it raises $M$ by $f\mu=2\alpha N$.

The two jumps have equal size but opposite sign, and occur at different fields. At fixed density $M$ rises gradually and falls abruptly; at fixed $\mu$ it does the reverse.

## The general level sum

Now let there be two valleys, $\tau=\pm1$, each with one spin state. Count hole energies positively into the band:

$$E_{n\tau}=\hbar\omega\left(n+\tfrac12\right)+\frac{\tau\Delta}{2},\quad
\omega=\frac{eB}{m},\quad \Delta=g\mu_BB .$$

Here $\mu_B$ is the Bohr magneton and $g$ an effective valley factor. The ratio $s=\Delta/\hbar\omega=gm/(2m_e)$ does not depend on $B$. The carriers are independent, and the smooth magnetic response of the filled band is left out.

Give every level a Gaussian profile with standard deviation $\Gamma$, independent of $B$. Let $\varphi$ be the standard normal density and $\Phi$ its integral from $-\infty$. With $z=(\mu-E)/\Gamma$, the zero-temperature density is

$$N_0(\mu)=\frac{eB}{h}\sum_{n\tau}\Phi(z).$$

Since $\partial\Omega/\partial\mu=-N$, we need the integral of $\Phi$ over $\mu$. It is $G=\Gamma(z\Phi+\varphi)$, because

$$\frac{\partial G}{\partial\mu}=\Phi+z\varphi+\varphi'(z)=\Phi+z\varphi-z\varphi=\Phi .$$

Hence $\Omega_0=-(eB/h)\sum G$. Differentiate this at fixed $\mu$. All level energies are proportional to $B$, so $\partial G/\partial B=-\Phi E/B$, and

$$M_0=\frac eh\sum G+\frac{eB}{h}\sum\frac{\partial G}{\partial B}
=\frac eh\sum_{n\tau}(G-E\Phi).$$

Temperature enters through the Fermi function. Integration by parts moves the derivative from $N_0$ onto that function, giving

$$N(\mu)=\int_{-\infty}^{\infty}N_0(\mu+kTx)\,w(x)\,dx,\qquad
w(x)=\tfrac14\operatorname{sech}^2\frac x2 .$$

The same average applies to $\Omega$ and $M$. The trapezoidal rule evaluates it well when its energy step is small compared with $\Gamma$ and no larger than about $kT/2$.

At fixed density the relevant potential is $F=\Omega+\mu N$. Its derivative along the solution $\mu(B)$ is

$$\frac{dF}{dB}=\frac{\partial\Omega}{\partial B}
+\left(\frac{\partial\Omega}{\partial\mu}+N\right)\frac{d\mu}{dB}
=\frac{\partial\Omega}{\partial B}.$$

The bracket vanishes. Both calculations therefore use the same function $M(B,\mu)$; they differ in the path $\mu(B)$ along which it is evaluated.

## Solving for the chemical potential

The broadened density increases strictly with $\mu$, so the root is unique. Define $\mu_0=N/(2D)$, the zero-field value when both valleys are occupied and temperature and broadening are small compared with $\mu_0$.

An upper bracket follows from counting sharp levels. A valley with $x_\tau=(\mu-\tau\Delta/2)/\hbar\omega$ has at least $x_\tau-\tfrac12$ filled levels, even when $x_\tau$ is negative. Each level holds $eB/h=D\hbar\omega$ states. Summing over valleys cancels $\Delta$:

$$N(\mu)\geq D\hbar\omega\sum_\tau\left(x_\tau-\tfrac12\right)
=2D\left(\mu-\frac{\hbar\omega}{2}\right).$$

Thermal and Gaussian averaging preserve this bound because both have zero mean energy shift. At $\mu=\mu_0+\hbar\omega/2$ the density is therefore at least $N$. The algorithm is:

1. Set the upper end to $\mu_0+\hbar\omega/2$ and the lower end to $\mu_0-\hbar\omega/2$. While the density at the lower end exceeds $N$, lower that end by $\hbar\omega$. Take $\mu=\mu_0$ as the first trial value.
2. Calculate the residual $N(\mu)-N$ and the slope $dN/d\mu=(eB/h\Gamma)\sum\varphi$, thermally averaged.
3. Replace the upper end by $\mu$ if the residual is positive, otherwise the lower end.
4. Take the Newton step, $\mu$ minus residual over slope. If it leaves the bracket, or if the current residual exceeds half the previous one, take the midpoint instead.
5. Repeat steps 2 to 4 until the relative density residual is below $10^{-13}$ or the bracket is narrower than $10^{-12}$ meV. Then evaluate $M(B,\mu)$.

The safeguard matters when the levels are nearly sharp: in a gap the slope is then very small and a Newton step can be very long.

## What the oscillations look like

Poisson summation shows why the two curves differ. For sharp levels the number filled in one valley is the integer part of $x_\tau+\tfrac12$. The Fourier series of the integer part is

$$\lfloor y\rfloor=y-\tfrac12+\frac1\pi\sum_{p\geq1}\frac{\sin2\pi py}{p}.$$

With $y=x_\tau+\tfrac12$, the half cancels and each sine gains a factor $(-1)^p$. Thus

$$N_\tau=D\hbar\omega\left[x_\tau+\frac1\pi\sum_p\frac{(-1)^p}{p}\sin2\pi px_\tau\right].$$

Averaging a wave of phase $2\pi p\mu/\hbar\omega$ over the Gaussian multiplies it by $\exp[-2\pi^2p^2\Gamma^2/(\hbar\omega)^2]$. The thermal average needs $I(q)=\int w(x)e^{iqx}dx$. Shifting the integration line by $2\pi i$ multiplies $I$ by $e^{-2\pi q}$. The enclosed double pole at $i\pi$ behaves as $-1/(x-i\pi)^2$, so

$$I(1-e^{-2\pi q})=2\pi q\,e^{-\pi q},\qquad I=\frac{\pi q}{\sinh\pi q}.$$

Here $q=2\pi pkT/\hbar\omega$. Adding the valleys turns $\sin(\theta-\pi ps)+\sin(\theta+\pi ps)$ into $2\cos(\pi ps)\sin\theta$. With $X_p=2\pi^2pkT/\hbar\omega$, define

$$a_p=\exp\left[-\frac{2\pi^2p^2\Gamma^2}{(\hbar\omega)^2}\right]
\frac{X_p}{\sinh X_p}\cos(\pi ps).$$

Then $N=2D\mu+N_{\rm osc}$, where

$$N_{\rm osc}=\frac{2D\hbar\omega}{\pi}\sum_p\frac{(-1)^pa_p}{p}
\sin\frac{2\pi p\mu}{\hbar\omega}.$$

This requires both valley Fermi energies $\mu\mp\Delta/2$ to be much larger than $\Gamma$ and $kT$, so that no average reaches below a band edge.

Integrating $-N_\tau$ from $x_\tau=0$, where the sharp levels are empty, gives the grand potential. The lower limit leaves a constant containing $\sum(-1)^p/p^2=-\pi^2/12$, which contributes $D(\hbar\omega)^2/24$ per valley. Together with $-D(\mu-\tau\Delta/2)^2/2$ per valley, the smooth part is

$$-D\left(\mu^2+\frac{\Delta^2}{4}\right)+\frac{D(\hbar\omega)^2}{12}.$$

Broadening and temperature add terms independent of $B$. Since $\Delta$ and $\hbar\omega$ are proportional to $B$, the smooth magnetisation is

$$M_s=\frac{D(\hbar\omega)^2}{B}\left(\frac{s^2}{2}-\frac16\right).$$

The first term is the valley paramagnetism and the second the orbital diamagnetism. The oscillating potential is

$$\Omega_{\rm osc}=\frac{D(\hbar\omega)^2}{\pi^2}\sum_p\frac{(-1)^pa_p}{p^2}
\cos\frac{2\pi p\mu}{\hbar\omega}.$$

Its field derivative acts on the phase and on the amplitude. The phase is proportional to $1/B$, so its cosine has derivative $(2\pi p\mu/\hbar\omega B)\sin(2\pi p\mu/\hbar\omega)$. When $\Gamma$ and $kT$ are small compared with $\hbar\omega$, this term is larger than the amplitude terms by order $\mu/\hbar\omega$. At lower fields the field dependence of the damping reduces that advantage. Keeping the phase term alone,

$$M_{\rm osc}=M-M_s\simeq-\frac{\mu}{B}N_{\rm osc}.$$

At fixed density, $N=2D\mu_0=2D\mu+N_{\rm osc}$, hence $N_{\rm osc}=-2D(\mu-\mu_0)$. Replacing the prefactor $\mu$ by $\mu_0$, again at leading order,

$$M_{\rm osc}\simeq\frac{N(\mu-\mu_0)}{B}\qquad\text{(fixed density)}.$$

For sharp levels there is a related result without this approximation. In a gap with $\nu$ full levels, $M=(e/h)\sum(\mu-2E)$, so $\partial M/\partial\mu=\nu e/h=N/B$. A fall of $\mu$ across a gap $\delta$ lowers $M$ by $N\delta/B$, as in the two-level example.

## Harmonics made by the constraint

Let $u=2\pi\mu/\hbar\omega$ and $u_0=2\pi\mu_0/\hbar\omega$. Fixed density becomes

$$u=u_0+S(u),\qquad S(u)=-2\sum_p\frac{(-1)^pa_p}{p}\sin pu .$$

Write $\mu-\mu_0=(\hbar\omega/\pi)\sum_kb_k\sin ku_0$. Since $\mu-\mu_0=(\hbar\omega/2\pi)(u-u_0)$,

$$b_k=\frac1\pi\int_0^\pi(u-u_0)\sin(ku_0)\,du_0 .$$

Integrate by parts. The boundary terms vanish because $S=0$ at $0$ and $\pi$, and $\int_0^\pi\cos(ku_0)\,du_0=0$. What remains is

$$b_k=\frac1{\pi k}\int_0^\pi\cos\{k[u-S(u)]\}\,du .$$

If $a_1$ is the sole appreciable amplitude, $S=2a_1\sin u$. The constraint is then Kepler's equation, and the integral is a Bessel function:

$$b_k=\frac{J_k(2ka_1)}{k},\qquad b_1\simeq a_1,\qquad b_2\simeq a_1^2 .$$

The last two forms hold for small $a_1$. At fixed $\mu=\mu_0$, the corresponding coefficients are $-(-1)^ka_k/k$. A second harmonic thus appears at fixed density even when $a_2$ is negligible. As damping drives all $a_p$ to zero, the ratio of the two first harmonics approaches one, but the ratio of the second harmonics need not. If instead $a_1$ vanishes through $\cos(\pi s)$ while $a_2$ stays finite, the first harmonics keep a ratio different from one: 0.91 at 12 T for the width and temperature below as $s\to2.5$.

## A hole channel

The example takes $m=0.45\,m_e$, $g=12$, $N=4\times10^{12}$ cm$^{-2}$, $\Gamma=0.4$ meV and $T=1.5$ K, so $kT=0.129$ meV. The density of states $2D=1.880\times10^{-3}$ meV$^{-1}$nm$^{-2}$ gives

$$\mu_0=\frac{0.04}{1.880\times10^{-3}}=21.28\ \text{meV},\qquad s=2.70 .$$

At filling $\nu=hN/(eB)=13$ the field is 12.725 T and $\hbar\omega=3.274$ meV. In units of $\hbar\omega$, the valley ladders have fractional positions 0.15 and 0.85. The gaps alternate between $0.7\hbar\omega=2.29$ meV and $0.3\hbar\omega=0.98$ meV. Since $\mu_0=\nu\hbar\omega/2$, filling 13 puts $\mu_0$ at $6.5\hbar\omega$, in the middle of a large gap. Sharp levels would give a jump there of $N\delta/B$, or 3.11 $\mu_B$ per hole.

The solver's work is visible at filling 13.2. It starts at 21.279 meV, with the density 1.2% too low. The Newton step goes to 22.101 meV, where the density is 2.5% too high. The residual has grown, so the next point is the midpoint, 21.690 meV. Newton steps then settle at 21.694 meV, after six evaluations, not counting the test of the lower bracket end. Across 401 fields between fillings 16 and 12, no solution needed more than seven, counted in the same way.

A harder case has $\Gamma=0.05$ meV and $kT=0.01$ meV. For 33 of 40 fillings spread between 12 and 14, the first plain Newton step was longer than $\hbar\omega/2$. The guarded iteration needed at most 11 evaluations.

The solved curves, with $M_{\rm osc}$ in $\mu_B$ per hole, pass through these values:

| $\nu$ | $\mu-\mu_0$ (meV), fixed $N$ | $M_{\rm osc}$, fixed $N$ | $M_{\rm osc}$, fixed $\mu$ |
|---|---:|---:|---:|
| 13.5 | 0.294 | 0.398 | 0.552 |
| 13.2 | 0.415 | 0.586 | 0.387 |
| 13.0 | 0.000 | 0.040 | 0.040 |
| 12.8 | −0.441 | −0.575 | −0.332 |
| 12.5 | −0.325 | −0.443 | −0.599 |

At filling 13 all the sines vanish, and the remaining 0.040 comes from the amplitude derivatives dropped at leading order. To size that approximation, hold $B$ at 12.725 T and scan the density through one period. The root-mean-square error of the leading formula is 6.3% of the root-mean-square oscillation at fixed density and 6.8% at fixed $\mu$. Raising the central $\mu_0$ to 40.9 meV lowers the fixed-density error to 3.3%, close to the expected $1/\mu_0$ scaling.

Between fillings 14 and 12, the peak-to-peak swing is about 1.165 $\mu_B$ per hole, or 0.43 µA as magnetic moment per area, in both calculations. The leading formula explains the agreement: both paths take $u$ through a full period of the same function, with nearly the same prefactor. The smooth part at filling 13 is 1.19 $\mu_B$ per hole.

The shapes differ. The fall from maximum to minimum takes 0.39 T at fixed density and about 0.9 T at fixed $\mu$. Differentiating the constraint gives $du/du_0=1/[1-S'(u)]$. At the centre of the large gap $u$ is an odd multiple of $\pi$, and $S'=-2\sum_pa_p$. Here $a_1$ is negative and dominates, since $\cos(2.7\pi)=-0.59$. Thus $S'>0$ and the flank steepens. The value $S'=1$ is not reached, because $1-S'=(dN/d\mu)/(2D)>0$.

At 6 T, $\hbar\omega=1.544$ meV. The Gaussian factor is 0.266 and the thermal factor 0.657, giving

$$a_1=0.266\times0.657\times(-0.588)=-0.103,\qquad a_2=-0.00037 .$$

The constraint supplies $J_2(4a_1)/2=0.0104$, while the direct term $-a_2/2$ is 0.0002. Multiplying their sum by $\hbar\omega/\pi=0.491$ meV gives a second harmonic of 0.0052 meV in $BM_{\rm osc}/N$ at leading order. At fixed $\mu$ it is 0.00009 meV, about 56 times smaller. The first harmonics, $-0.0501$ and $-0.0504$ meV, nearly agree.

At 12 T the first harmonic also changes: $-0.335$ meV at fixed density against $-0.371$ meV at fixed $\mu$. The second harmonics are 0.132 and 0.027 meV. A mass or width fit that treats the fixed-density first harmonic as proportional to $a_1$ is therefore biased when $a_1$ is not small.

## Which condition a device meets

A gate at fixed voltage fixes $\mu+e^2N/C$, where $C$ is the capacitance per area. A change $\delta\mu$ therefore changes the density by $-C\delta\mu/e^2$. For a 20 nm dielectric of relative permittivity 3.5, the calculated swing of $\mu$ between fillings 14 and 12 changes $N$ by 0.02%. Holding $\mu$ fixed would require a 4.0% density swing. For this gate, fixed density is the appropriate approximation.

The parameters are rough values in the regime of hole-doped monolayer WSe$_2$, with $g$ an effective value for the total valley splitting. The assumption of independent carriers is seriously broken. With surrounding permittivity 4, the Coulomb energy at the magnetic length is 50 meV at filling 13. A static screened estimate multiplies $eB/h$ by $e^2/[2\epsilon_0\epsilon(k_F+q_s)]$, with $k_F=\sqrt{2\pi N}$ and $q_s=2De^2/(2\epsilon_0\epsilon)$. It gives an exchange shift of 1.5 meV per filled level, comparable with both gaps. This uses zero-field metallic screening. With $\mu$ in the gap at filling 13 the screening is weaker, and the exchange of a level with itself rises to about 2.4 meV. A constant $g$ cannot follow such shifts as levels fill, so the individual gaps and amplitudes are not predictions for a particular sample.

Other corrections can be sized separately:

- For a two-band dispersion with a 1.7 eV gap, the mass at $\mu_0$ rises by the fraction $2\mu_0/E_{\rm gap}$, or 2.5%. The oscillation amplitude is more sensitive: with the whole of $g$ unchanged, $s$ rises from 2.70 to 2.77, $\cos(\pi s)$ grows in magnitude by 27%, and $|a_1|$ at filling 13 grows by 24% once the stronger damping is included. In a massive Dirac ladder one unit of $s$ is an offset of the level index between valleys and does not scale with the mass; then $s$ rises only to 2.74 and $|a_1|$ grows by 15%.
- If $\Gamma$ varied as $\sqrt B$, $M$ would gain $(e\Gamma/2h)\sum\varphi$. With $\Gamma$ kept at 0.4 meV in this term, its swing is 0.7% of the fixed-density swing.
- A 1% standard deviation in density spreads $\mu_0$ by 0.21 meV, or $u_0$ by 0.408 radian at filling 13. For a Gaussian spread, harmonic $k$ is multiplied by $\exp(-0.408^2k^2/2)$: 0.92 for the first and 0.72 for the second. At 6 T the same density spread gives 0.87 radian and factors of 0.69 and 0.22, so the 10% harmonic ratio falls to about 3%. Inhomogeneity can thus hide much of the fixed-density signature at low field.
- Warming from 1.5 to 10 K at filling 13 reduces $a_1$ to 6% of its value. The comparison concerns a cryogenic measurement, not room-temperature operation.
